Why trisilane reaches its high-pressure limit at lower pressure than silane

**The decision and the quantity that settles it**

A gas-phase model of a silicon deposition reactor needs a rate constant for the decomposition of the precursor. One must decide whether the high-pressure limit k_inf may be used at reactor pressure, or whether a pressure-dependent rate k_uni(P) is needed. The half-fall-off pressure P_half, at which k_uni = k_inf/2, sets the scale.

Trisilane, Si3H8, has 27 vibrational modes and silane, SiH4, has 9. Extra modes store energy away from the breaking bond and lengthen the life of an energised molecule, so less frequent collisions suffice to keep the energy distribution thermal. But extra modes also bring extra thermal energy, which shortens that life. The two molecules differ in threshold, prefactor, vibrational frequencies and size as well. Each contribution is isolated below.

**The model**

In Kassel's model a molecule has s oscillators of equal quantum hν, which exchange energy freely. It reacts when one critical oscillator holds at least m quanta, with threshold E0 = m hν. Let the total be n = m + p quanta, so p counts the quanta above threshold. The prefactor A (s⁻¹) is the rate constant when the critical condition is met. One lumped reaction channel is kept, and rotation is left out.

The number of ways to distribute n quanta over s oscillators is C(n+s−1, s−1), where C is a binomial coefficient. To count the reactive ways, set m quanta aside in the critical oscillator and distribute the other p freely, in C(p+s−1, s−1) ways. The ratio gives the rate constant at fixed energy:

k_s(p) = A C(p+s−1, s−1) / C(p+m+s−1, s−1)
 = A (p+s−1)! (p+m)! / [p! (p+m+s−1)!]
 = A ∏ᵢ₌₁ᵐ (p+i)/(p+s−1+i).

The lifetime against reaction is τ_s(p) = 1/k_s(p). At fixed p, raising s enlarges every denominator in the product, so the lifetime grows.

Now put the molecule at temperature T, with q = exp(−hν/kT). Because Σₙ C(n+s−1, s−1) qⁿ = (1−q)⁻ˢ, the thermal population is

f(n) = (1−q)ˢ C(n+s−1, s−1) qⁿ.

Multiplying by the rate constant cancels the large binomial coefficient:

f(m+p) k_s(p) = A qᵐ w_s(p),
w_s(p) = (1−q)ˢ C(p+s−1, s−1) qᵖ.

The weights w_s sum to one, hence k_inf = A qᵐ = A exp(−E0/kT), whatever s is. The weight w_s(p) is the share of the high-pressure reaction that occurs at p. It has the form of the thermal distribution of s oscillators, each with mean q/(1−q) quanta, so the mean of p is s q/(1−q). This is the extra thermal energy that competes with the extra storage.

**From lifetimes to the half-fall-off pressure**

Assume strong collisions: each one, at frequency ω, restores the thermal distribution. With the total population normalised to one, level n gains population at rate ω f(n) and loses it at rate (ω + k)N(n). The steady state is N = ωf/(ω + k), so

F(ω) = k_uni/k_inf = Σₚ w_s(p) ω/(ω + k_s(p)) = Σₚ w_s(p) ωτ/(1 + ωτ).

This requires k_uni ≪ ω, so that the total population barely changes between collisions. F rises steadily with ω from 0 to 1, so F = 1/2 defines one frequency, ω_half. With x = ωτ,

x/(1+x) − 1/2 = (x−1)/[2(x+1)] = ½ tanh(½ ln x),

and the half-fall-off condition becomes

Σₚ w_s(p) tanh[½ ln(ω_half τ_s(p))] = 0.

Thus 1/ω_half is a central lifetime of the molecules that react at high pressure, with longer and shorter lifetimes in balance on a logarithmic scale.

For hard spheres, with P the bath-gas pressure,

ω = πd² v P/(kT), v = √(8kT/πμ),

where d is the collision diameter and μ the reduced mass of the pair.

**First contribution: the number of oscillators**

Hold A, m, hν and T fixed and add one oscillator. Does the gain in storage always beat the gain in thermal energy? In this model it does, and the proof compares the two molecules directly.

Let the larger molecule have p′ quanta above threshold. If the newcomer holds j of its m + p′ quanta, the old oscillators have p = p′ − j relative to threshold, and p may be negative. Summing over the newcomer's share gives

reactive ways: C(p′+s, s) = Σ C(p+s−1, s−1), p from 0 to p′;
all ways: C(m+p′+s, s) = Σ C(m+p+s−1, s−1), p from −m to p′.

The new lifetime is therefore

τ_{s+1}(p′) = [1/(A C(p′+s, s))] Σ_{p=−m}^{p′} C(m+p+s−1, s−1).

Next, average the old lifetime over the reactive ways at the same p′. The weight of each p is C(p+s−1, s−1)/C(p′+s, s). The numerator cancels the denominator of τ_s(p), leaving

E[τ_s | p′] = [1/(A C(p′+s, s))] Σ_{p=0}^{p′} C(m+p+s−1, s−1).

The two sums differ by the terms from p = −m to −1, which are positive. Hence

τ_{s+1}(p′) > E[τ_s | p′].

The excess comes from states in which the newcomer holds so much energy that the old oscillators alone lie below threshold. The molecule is energised as a whole but cannot react until energy flows back.

It remains to pass from lifetimes to F. Let g(τ) = ωτ/(1+ωτ). Its derivatives are g′ = ω/(1+ωτ)² > 0 and g″ = −2ω²/(1+ωτ)³ < 0, so g is increasing and concave. For a concave function, the value at the mean is at least the mean of the values. Therefore

F_{s+1} = Σ w_{s+1}(p′) g(τ_{s+1}(p′))
 > Σ w_{s+1}(p′) g(E[τ_s | p′])
 ≥ Σ w_{s+1}(p′) E[g(τ_s) | p′] = F_s.

The last equality holds because the old oscillators and the newcomer have independent thermal weights: w_s(p)(1−q)qʲ, summed over p + j = p′, gives w_{s+1}(p′), with the conditional weights used above. So F rises at every ω, and ω_half falls. The thermal energy brought by the newcomer is already included.

The argument does not need equal frequencies. Replace the binomial coefficients by numbers of states at given energy, and the same sum over the newcomer's energy applies.

The numbers show the competition. Take silane's parameters at 900 K (hν = 0.17 eV, m = 15, A = 3×10¹⁵ s⁻¹) and change s alone from 9 to 27. At p = 1, near the mean for s = 9, the lifetime grows from 2.7×10⁻¹¹ s to 2.1×10⁻⁶ s, a factor of about 75,000. But the mean of p also rises, to about 3, where the lifetime for s = 27 is 9.4×10⁻⁸ s. The added thermal energy thus takes back a factor of about 22. The net result is

ω_half: 3.23×10¹⁰ s⁻¹ → 1.28×10⁷ s⁻¹,

a reduction by about 2500.

The fall has a floor. For very large s the relative spread of p vanishes and p/s → q/(1−q). Each factor in k_s then tends to

p/(p+s) = [q/(1−q)]/[q/(1−q) + 1] = q,

so k_s → A qᵐ = k_inf and ω_half → k_inf. For s = 200,000 the computed ratio ω_half/k_inf is 1.004. The molecule has become its own heat bath. At this floor k_uni is no longer small compared with ω, so the value is the limit of the fall-off formula and not a usable collision frequency.

**Second contribution: the lower threshold**

At fixed s and hν the weights w_s do not depend on m. Lowering m removes factors smaller than one from the product for k_s (for s ≥ 2), so every lifetime shortens and ω_half rises. This acts against trisilane.

The thresholds used here are 2.55 eV for silane and 2.21 eV for trisilane, or 15 and 13 quanta of 0.17 eV. For s = 9 and p = 1 the factors removed are 15/23 and 16/24, so the rate constant rises by

(23 × 24)/(15 × 16) = 2.30.

The full average over p gives 2.30 for ω_half as well. With 27 oscillators the threshold matters more, because each removed factor is smaller.

**Third contribution: softer modes**

Trisilane has a larger share of low-frequency modes. The model represents this by a quantum of 0.085 eV instead of 0.17 eV, with E0 in eV held fixed. In the computed cases this multiplies ω_half by a factor between 0.29 and 0.44.

The limit hν → 0 gives the classical Kassel model. For large p, C(p+s−1, s−1) → pˢ⁻¹/(s−1)!. With x = p hν/kT and b = E0/kT,

k(x) = A [x/(x+b)]ˢ⁻¹, w(x) = xˢ⁻¹ e⁻ˣ/(s−1)!.

It gives half-fall-off pressures of 1730 Torr for silane and 4.3 Torr for trisilane, both below the quantum values found next. The order of the two molecules does not depend on the quantum treatment.

**Fourth contribution: prefactor and collision rate**

Every k_s is proportional to A, so ω_half is too. Raising A from 3×10¹⁵ to 5×10¹⁵ s⁻¹ multiplies ω_half by 1.67. In nitrogen, with diameters of 0.39 and 0.46 nm, the collision frequencies per Torr are 5.79×10⁶ s⁻¹ for silane and 6.72×10⁶ s⁻¹ for trisilane. Trisilane's larger cross-section outweighs its lower speed, and the required pressure is multiplied by 0.86.

**The contributions weighed at 900 K**

With all differences included,

silane: P_half = 3.228×10¹⁰/5.786×10⁶ ≈ 5600 Torr;
trisilane: P_half = 4.321×10⁷/6.716×10⁶ ≈ 6.4 Torr.

The ratio is about 870. The effects of oscillator number, quantum and threshold depend on the order in which they are changed, so all six orders were computed. The factors in P_half on going from silane to trisilane are:

- oscillators, 9 to 27: 0.00027 to 0.00105
- softer quantum: 0.29 to 0.44
- lower threshold: 2.3 to 6.9
- larger prefactor: 1.67
- collision rate: 0.86

In one order the multiplication reads as follows. The oscillators give 1.278×10⁷/3.228×10¹⁰ = 0.000396. Quantum and threshold together then give 2.03, and

0.000396 × 2.03 × 1.67 × 0.86 ≈ 0.00115 ≈ 1/870.

The oscillator count outweighs every other factor in every order. A control removes both the extra modes and their softness: trisilane's threshold, prefactor and collision rate, combined with 9 oscillators and silane's quantum, give 18,000 Torr. That is above silane's value, so without the extra and softer modes the order would be reversed.

Half-fall-off is not yet the limit. To reach 90 % of k_inf, trisilane needs about 270 Torr, 42 times its P_half. A single lifetime would give F = ωτ/(1+ωτ) and need a factor of 9; the spread of lifetimes broadens the fall-off. At 10 Torr the strong-collision model gives F = 0.56 for trisilane and 0.004 for silane. Using k_inf there would overestimate the rate by a factor of 1.8 for trisilane and about 250 for silane.

**What the simple model leaves out**

Equal frequencies are the first simplification. A more detailed model gives silane four modes of 0.27 eV, two of 0.12 eV and three of 0.11 eV. Trisilane has these nine and eighteen more: four of 0.27, two of 0.11, three of 0.09, three of 0.07, one of 0.06, two of 0.05 and three of 0.01 eV. Adding the eighteen one at a time, at silane's threshold and prefactor, lowered ω_half at every step, as the proof requires, and by a total factor of 4.7×10⁻⁵. With each molecule's own threshold and prefactor, P_half becomes 34,000 Torr for silane and 14 Torr for trisilane. Silane's absolute value moves by a factor of six, but part of this shift comes from the way energies are rounded. The model exchanges energy only among states of equal total energy, and all frequencies are rounded to 0.01 eV. Finer rounding would leave fewer states at each exact energy. At threshold, where there is only one reactive state, this would raise the rate constant and with it silane's P_half. The number of states at one exact energy tends to fall as the rounding step shrinks, though not always smoothly, so silane's P_half does not settle. With frequencies given to more digits, steps of 0.005, 0.002 and 0.001 eV raise it to about 62,000, 87,000 and 260,000 Torr. Its value here, and every ratio built on it, depends on the chosen step and is not a prediction. Trisilane's soft modes supply many states within each step, so its value moves by only about 1 %. Anharmonic stretches lower trisilane's pressure by 2 to 3 % at every step. For silane they lower it by 10 % at the 0.01 eV step, but the size and even the sign change with the step, so no trend can be read from it. Two of trisilane's softest modes are torsions about the Si–Si bonds, which are not harmonic at 900 K; treating them as free rotors raises 14 Torr to about 19 Torr.

For trisilane, strong collisions are the more serious simplification. They were replaced by small energy steps that obey detailed balance, with an assumed exponential length of 0.03 eV. On the 0.01 eV grid the mean downward step near threshold is about 0.04 eV when collisions that leave the level unchanged are not counted; on a continuous energy scale the same collisions in trisilane correspond to a mean downward step of about 0.033 eV. The half-fall-off pressures rise to 250,000 Torr for silane and 930 Torr for trisilane. The collision efficiency, defined as the strong-collision ω_half divided by the weak-collision one, is 0.13 for silane and 0.015 for trisilane. Silane's value depends on the rounding and rises to about 0.3 at a step of 0.0025 eV. In the high-pressure limit of the Kassel model, trisilane's reacting molecules lie 1.15 eV above threshold on average, against 0.19 eV for silane; with the unequal modes the values are about 0.95 and 0.20 eV. Whether this accounts for the lower efficiency was not tested. The proof above does not cover weak collisions. The order survives in this calculation, with a ratio of 270, a number that grows with finer rounding.

**The real reactor**

The molecular parameters are rough typical values, and 900 K is a plausible temperature for silicon deposition from these gases. Consider a reactor at a few tens of Torr. Silane's P_half lies far above this pressure in every version of the model. For trisilane the strong-collision value of 6 Torr would suggest a rate between half and nine tenths of k_inf, but real collisions transfer limited energy. With unequal modes and the assumed step together, P_half moves up by a factor of about 140, to near one atmosphere; the weak collisions alone account for a factor of about 66. This depends strongly on the assumed step: continuous mean downward steps of 0.04, 0.06 and 0.08 eV give about 670, 340 and 210 Torr, and at 30 Torr F stays below about 0.26 in all these cases. Under these conditions a pressure-dependent rate is needed for trisilane too. Silane's weak-collision value, some 330 atm, lies outside the range of a dilute gas with binary collisions. It also depends on the rounding of the frequencies, so it serves only as a rough extrapolated scale.

Temperature also matters. Between 800 and 1000 K the strong-collision P_half rises from 1.4 to 24 Torr for trisilane and from 3500 to 8900 Torr for silane, so their ratio falls from about 2500 to 370. A Wigner estimate with an assumed barrier quantum of 0.12 eV gives a tunnelling factor of 1 + (0.12/0.07756)²/24 = 1.10 in the rate, small beside the effect of weak collisions. Surface reactions can change the deposition rate without changing the gas-phase fall-off. A competing gas-phase channel with a similar or lower threshold would change the fall-off, because it drains the same energised molecules; it is left out here. The numerical output below gives the individual values.

Computed values

```
Temperature 900 K; kT = 0.07756 eV; bath gas N2
silane: s = 9, quantum = 0.17 eV, threshold = 2.55 eV, m = 15
  A = 3.0e+15 1/s, diameter with N2 = 0.39 nm, mass = 32.117 u
  q = 0.1117, k_inf = 15.77 1/s, thermal fraction above threshold = 1.065e-09
  mean reacting energy above threshold = 0.192 eV (1.13 quanta)
  lifetime at p = 1: 2.724e-11 s
  half-fall-off frequency = 3.228e+10 1/s, central lifetime = 3.098e-11 s
  collision frequency per Torr = 5.786e+06 1/(s Torr)
  HALF-FALL-OFF PRESSURE = 5579 Torr
  pressure for 90 % of limit = 1.114e+05 Torr
  k_uni/k_inf at 10 Torr = 0.0039
  half pressure at 800 K, 1000 K = 3465, 8915 Torr
  geometric-mean quantum of grouped modes = 0.1672 eV
  half pressure, classical Kassel = 1732 Torr
  half pressure, grouped modes = 3.358e+04 Torr; anharmonic = 3.027e+04 Torr
  half pressure, grouped + weak collisions = 2.505e+05 Torr
  mean downward step = 0.0407 eV, collision efficiency = 0.1341
trisilane: s = 27, quantum = 0.085 eV, threshold = 2.21 eV, m = 26
  A = 5.0e+15 1/s, diameter with N2 = 0.46 nm, mass = 92.319 u
  q = 0.3342, k_inf = 2106 1/s, thermal fraction above threshold = 9.822e-03
  mean reacting energy above threshold = 1.152 eV (13.55 quanta)
  lifetime at p = 14: 1.426e-08 s
  half-fall-off frequency = 4.321e+07 1/s, central lifetime = 2.314e-08 s
  collision frequency per Torr = 6.716e+06 1/(s Torr)
  HALF-FALL-OFF PRESSURE = 6.434 Torr
  pressure for 90 % of limit = 267.5 Torr
  k_uni/k_inf at 10 Torr = 0.5579
  half pressure at 800 K, 1000 K = 1.394, 24.25 Torr
  geometric-mean quantum of grouped modes = 0.0949 eV
  half pressure, classical Kassel = 4.349 Torr
  half pressure, grouped modes = 14.05 Torr; anharmonic = 13.67 Torr
  half pressure, grouped + weak collisions = 927.3 Torr
  mean downward step = 0.0379 eV, collision efficiency = 0.0152
Half-pressure ratios silane/trisilane:
  Kassel: 867.1
  classical: 398.3
  grouped: 2390
  anharmonic: 2215
  weak: 270.1
Factors in half pressure, silane to trisilane (range over orders):
  oscillators 9 to 27: 0.0002735 to 0.001045
  softer quantum: 0.2932 to 0.4414
  lower threshold: 2.302 to 6.921
  prefactor: 1.6667; collision rate: 0.8615
Control, trisilane with 9 modes and silane quantum: 1.844e+04 Torr
Silane parameters, only s changed from 9 to 27:
  lifetime at p = 1: 2.724e-11 s to 2.056e-06 s
  lifetime for s = 27 at its own mean, p = 3: 9.392e-08 s
  half frequency: 3.228e+10 to 1.278e+07 1/s
  half frequency/k_inf for s = 200000: 1.0040
Grouped modes, 18 added to silane: half-frequency factor 4.655e-05
Wigner tunnelling factor, 0.12 eV barrier quantum: 1.0998
```
